# Unequal Yu-Shiba-Rusinov peaks from potential scattering with an unpolarized tip

**Q:** I have a tunneling spectrum of one magnetic atom on a superconductor, taken with a nonmagnetic tip. There are two Yu-Shiba-Rusinov peaks inside the gap, at $+0.512$ and $-0.512$ mV, and the one at positive bias is 1.72 times higher. The two peaks carry opposite spins, so I read the imbalance as a spin polarization of $(1.72-1)/(1.72+1)\approx 27\%$. What is wrong with that?

**A:** The two peaks can carry opposite spins and still owe their unequal heights to something else. A nonmagnetic tip adds the two spin channels with equal weight. The heights then depend on how much electron and how much hole the bound state contains at the atom, and ordinary potential scattering changes that mixture.

**Q:** Show me. What model are you using?

**A:** A static classical spin along $z$ at one site of an s-wave superconductor, with a uniform gap $\Delta$ much smaller than the bandwidth and no spin-orbit coupling. An electron of spin $s=\pm1$ at that site feels the energy $V+sJ$, where $V$ is potential scattering and $J>0$ repels spin up.

I use the pair $(c_\uparrow,c_\downarrow^\dagger)$. Since $c_\downarrow^\dagger c_\downarrow=1-c_\downarrow c_\downarrow^\dagger$, the spin-down energy $V-J$ enters with reversed sign. The impurity matrix is therefore $\mathrm{diag}(V+J,\,-V+J)=J+V\tau_z$, and the host has $h_\xi=\xi\tau_z+\Delta\tau_x$, with $\xi$ measured from the Fermi level.

Because $h_\xi^2=\xi^2+\Delta^2$, the host Green function is
$$(E-h_\xi)^{-1}=\frac{E+\xi\tau_z+\Delta\tau_x}{E^2-\xi^2-\Delta^2}.$$
Sum it over $\xi$ with $w=\sqrt{\Delta^2-E^2}$ and normal density of states $N_0$ per spin at the Fermi level. Since $\int d\xi/(\xi^2+w^2)=\pi/w$, the local result is
$$g=-\pi N_0\left[\frac{E+\Delta\tau_x}{w}+\eta\tau_z\right],\qquad \eta=\frac{1}{\pi N_0}\,\mathrm{P}\!\!\int\! d\xi\,\frac{N(\xi)}{\xi}.$$
The number $\eta$ measures the asymmetry of the host band about the Fermi level, at leading order in gap over bandwidth. It vanishes for a symmetric band.

**Q:** How does the impurity turn this into a bound state?

**A:** Write $e=E/w$ and $d=\Delta/w$, so that $e^2-d^2=-1$. The matrices $\tau_x$ and $\tau_z$ anticommute, hence
$$(e+d\tau_x+\eta\tau_z)(e-d\tau_x-\eta\tau_z)=e^2-d^2-\eta^2=-(1+\eta^2),$$
$$g^{-1}=\frac{e-d\tau_x-\eta\tau_z}{\pi N_0(1+\eta^2)}.$$
The Green function at the impurity site is $G=(g^{-1}-J-V\tau_z)^{-1}$. With $\alpha=\pi N_0J$ and $\beta=\pi N_0V$, taking out the common factor gives
$$G=\pi N_0(1+\eta^2)M^{-1},\qquad M=e-d\tau_x-\alpha'-\beta'\tau_z,$$
$$\alpha'=\alpha(1+\eta^2),\qquad \beta'=\beta(1+\eta^2)+\eta.$$
Band asymmetry therefore acts as extra potential scattering. The determinant is
$$D=(e-\alpha')^2-\beta'^2-d^2=-1-2\alpha'e+\alpha'^2-\beta'^2.$$
It vanishes at $e_0=(\alpha'^2-\beta'^2-1)/(2\alpha')$. Solving $e=E/\sqrt{\Delta^2-E^2}$ for $E$ gives $E=\Delta e/\sqrt{1+e^2}$, so for $\alpha'>0$
$$E_0=-\Delta\,\frac{1-\alpha'^2+\beta'^2}{\sqrt{(1-\alpha'^2+\beta'^2)^2+4\alpha'^2}}.$$

**Q:** That is one energy. Where do two peaks and their heights come from?

**A:** From the two diagonal elements of $G$. A pole of $G_{11}$ at $E_0$ is a spin-up electron peak at $E_0$. The element $G_{22}$ describes a spin-down hole, so the same pole is a spin-down electron peak at $-E_0$. Call their weights $u^2$ and $v^2$; they are the residues of $G_{11}$ and $G_{22}$.

The diagonal elements of $M^{-1}$ are $(e-\alpha'\pm\beta')/D$, upper sign for the electron. At the pole,
$$e_0-\alpha'\pm\beta'=\frac{\alpha'^2-\beta'^2-1-2\alpha'^2\pm2\alpha'\beta'}{2\alpha'}=-\frac{1+(\alpha'\mp\beta')^2}{2\alpha'}.$$
The derivative of $D$ is common to both residues. Define $A_\pm=1+(\alpha'\pm\beta')^2$. Then
$$\boxed{\frac{u^2}{v^2}=\frac{A_-}{A_+}=\frac{1+(\alpha'-\beta')^2}{1+(\alpha'+\beta')^2}}$$
For the absolute weights, $de/dE=1/w+E^2/w^3=\Delta^2/w^3$, so $dD/dE=-2\alpha'\Delta^2/w^3$ and
$$u^2=\pi N_0(1+\eta^2)\,\frac{w_0^3A_-}{4\alpha'^2\Delta^2}.$$
Here $w_0=\Delta/\sqrt{1+e_0^2}=2|\alpha'|\Delta/\sqrt{(1-\alpha'^2+\beta'^2)^2+4\alpha'^2}$. The expression under the root equals $(1+\alpha'^2+\beta'^2)^2-4\alpha'^2\beta'^2=A_+A_-$. Therefore
$$u^2=2\pi N_0\Delta|\alpha'|(1+\eta^2)\frac{A_-}{(A_+A_-)^{3/2}},$$
and $v^2$ has $A_+$ in the numerator.

In weak tunneling, each spin contributes to $dI/dV$ in proportion to the tip's density of states for that spin. A nonmagnetic tip weights both equally, so the height ratio is $u^2/v^2$. It differs from one when $\alpha'\beta'\neq0$, because $A_+-A_-=4\alpha'\beta'$.

**Q:** Does this reproduce my spectrum?

**A:** Take a symmetric band, $\Delta=1.3$ meV, $\alpha=0.7$ and $\beta=0.3$. Then
$$\frac{E_0}{\Delta}=-\frac{1-0.49+0.09}{\sqrt{0.60^2+4(0.49)}}=-0.394,\qquad E_0=-0.512\ \text{meV}.$$
The positive-bias peak lies at $-E_0$ and has weight $v^2$. The ratio of positive to negative bias is
$$\frac{v^2}{u^2}=\frac{1+1.0^2}{1+0.4^2}=\frac{2}{1.16}=1.72.$$
That is your spectrum, with zero tip polarization.

I also diagonalized a long chain with the impurity on its end site. With hopping $t$ and $\Delta=0.002t$, the ratio is 1.7230, against 1.7241 from the formula. The difference is 0.00115, and it is 0.00457 when the gap is four times larger, as expected for a correction proportional to gap over bandwidth.

**Q:** So potential scattering makes the peaks, and magnetism is incidental?

**A:** No. For $J=0$ the full Hamiltonian is $h\tau_z+\Delta\tau_x$, where $h$ includes $V$. With uniform $\Delta$ its square is $h^2+\Delta^2$, so no state lies below the gap. Exchange binds the state; potential scattering unbalances its electron and hole parts.

Nor does the imbalance simply grow with $V$. For a symmetric band and $\alpha,\beta>0$,
$$\frac{v^2-u^2}{v^2+u^2}=\frac{A_+-A_-}{A_++A_-}=\frac{2\alpha\beta}{1+\alpha^2+\beta^2}.$$
At fixed $\alpha$, its derivative with respect to $\beta$ is proportional to $1+\alpha^2-\beta^2$. The imbalance peaks at $\beta=\sqrt{1+\alpha^2}$ and falls back to zero for very large $\beta$.

**Q:** If $\beta=0$, the heights are equal. Are the peaks then unpolarized?

**A:** In this model each peak is still fully polarized, one up and one down, whatever the heights. Equal heights do not mean zero spin polarization of the individual peaks.

Reversing the impurity spin makes the point from the other side. It changes $\alpha'$ to $-\alpha'$, which sends $E_0$ to $-E_0$ and exchanges $u^2$ with $v^2$. The spin-up peak moves to the other bias, but the summed spectrum is unchanged. More generally, singlet pairing, the host and a nonmagnetic tip are unchanged by a common spin rotation, so your spectrum cannot reveal the direction of the spin.

**Q:** Could I at least identify the spin-down peak as the higher one?

**A:** You would need the sign of $\alpha'\beta'$. Even then the bias side is no guide. With $\beta=0.3$ but $\alpha=1.3$, the formula gives $E_0/\Delta=+0.225$ and $v^2/u^2=1.78$. The spin-down peak is still higher, but it now lies at negative bias because $E_0$ has crossed zero.

**Q:** Then is my 27% a polarization of anything?

**A:** In this one-orbital model its magnitude is the spin polarization of the local density of states in the normal state, at the Fermi level. To see this, use the normal Green function $g_N=-\pi N_0(\eta+i)$, whose inverse is $-(\eta-i)/[\pi N_0(1+\eta^2)]$. For spin $s$,
$$G_s=\frac{1}{g_N^{-1}-V-sJ}=-\frac{\pi N_0(1+\eta^2)}{\beta'+s\alpha'-i},$$
$$N_s=-\frac{1}{\pi}\mathrm{Im}\,G_s=\frac{N_0(1+\eta^2)}{1+(\beta'+s\alpha')^2}.$$
Thus $N_\uparrow/N_\downarrow=A_-/A_+=u^2/v^2$. This quantity is neither the tip polarization, nor the polarization of a peak, nor the size of the moment: it vanishes at $\beta'=0$ however large $J$ is. Using the identity as a calibration requires knowing beforehand that the model and the tunneling regime apply.

**Q:** Do unequal heights at least prove that the atom has a scattering potential $V$?

**A:** No, because $\beta'$ contains $\eta$. In a chain with chemical potential $0.8t$, the end site has $\eta=-0.436$. For $\alpha=0.7$ and $V=0$ the diagonalization gives $v^2/u^2=0.443$. Adding $\beta=0.3$ nearly cancels the band term, $\beta'=0.3(1.19)-0.436\approx-0.08$, and brings the ratio to 0.855.

Tip position matters too. In that last chain, the ratio over the first 20 sites ranges from about $7\times10^{-5}$ to 218. The size of this swing belongs to the chain and should not be carried over to a surface.

**Q:** How would I measure a tip polarization properly?

**A:** Let $p$ be the tip polarization projected on the impurity's up axis. The weights become $u^2(1+p)$ and $v^2(1-p)$, so
$$R(p)=\frac{v^2}{u^2}\,\frac{1-p}{1+p}.$$
One ratio cannot separate the two factors: $\beta'=0$ with $p=-0.266$ also gives 1.72. Stay in weak tunneling, where relaxation is much faster than the tip rates, and reverse the tip magnetization while holding the impurity spin, position and $|p|$ fixed. For $p=0.30$ in the example,
$$R(+p)=1.724\,\frac{0.7}{1.3}=0.928,\qquad R(-p)=1.724\,\frac{1.3}{0.7}=3.20.$$
Their geometric mean is 1.72, the intrinsic ratio. The root of their quotient is $q=\sqrt{3.20/0.928}=1.86$, and $|p|=(q-1)/(q+1)=0.30$. If a field reverses the impurity spin together with the tip, $p$ does not change and the method fails. The method also relies on each peak being fully polarized at the tip position. Spin-orbit coupling in the host can lower that polarization away from the impurity site, and the formula then no longer returns $|p|$.

**Q:** You keep saying weak tunneling. What happens when I bring the tip closer?

**A:** The state must relax between tunneling events for its heights to show $u^2$ and $v^2$. Let the tip couple to it as an electron at rate $\Gamma_e=\gamma u^2$ and as a hole at $\Gamma_h=\gamma v^2$, and let other processes relax it at $\Gamma_b$, all written as energy widths. Here $\gamma$ is the tip-induced width of the bare site orbital. With $\Gamma=\Gamma_e+\Gamma_h+\Gamma_b$, a narrow isolated level transmits between channels $i$ and $j$ with probability
$$T_{ij}=\frac{\Gamma_i\Gamma_j}{(E-E_0)^2+\Gamma^2/4}.$$
Electron-to-hole conversion (Andreev reflection) transfers charge $2e$; electron-to-bath relaxation transfers $e$. At $eV=E_0$ and zero temperature,
$$\frac{dI}{dV}=\frac{e^2}{h}(2T_{eh}+T_{eb})=\frac{4e^2}{h}\frac{\Gamma_e(\Gamma_b+2\Gamma_h)}{\Gamma^2}.$$
At $eV=-E_0$ the incoming particle is a hole, which exchanges $e$ and $h$ in the subscripts. The height ratio is therefore
$$R=\frac{v^2}{u^2}\,\frac{\Gamma_b+2\Gamma_e}{\Gamma_b+2\Gamma_h}.$$
For large $\Gamma_b$ this is $v^2/u^2$. For $\Gamma_b\to0$ it becomes $(v^2/u^2)(\Gamma_e/\Gamma_h)=1$: each event uses both the electron and the hole part, so the asymmetry disappears.

Take $\Gamma_b=5$ µeV, held fixed as the tip approaches. If all the current passes through the impurity orbital, the rates follow from the normal junction resistance $R_N$ through $1/R_N=(e^2/h)\,2\pi\gamma(N_\uparrow+N_\downarrow)$. At 50 MΩ, $\Gamma_e=0.113$ and $\Gamma_h=0.195$ µeV, so
$$R=1.724\,\frac{5.226}{5.390}=1.67.$$
At 1 MΩ the rates are 5.66 and 9.76 µeV, and the ratio drops to 1.15. The atom has not changed.

**Q:** How close is this to a real atom on lead?

**A:** The gap is roughly that of lead. The values of $\alpha$, $\beta$ and $\Gamma_b$ are round choices, as is $N_0=0.2$ per eV and spin, which implies $J=1.11$ eV and $V=0.48$ eV. At 0.1 K a normal tip broadens each peak by about 30 µeV, far less than their 1.02 meV separation, and the 50 MΩ ratio stays at 1.67. At 4.2 K the broadening is 1.28 meV and the peaks merge. Removing the pair potential entirely on the impurity site shifts $E_0$ by 1.3 µeV and changes the intrinsic ratio only from 1.724 to 1.725. Relaxation is the more serious assumption. With the chosen $\Gamma_b$, the ratio falls from 1.72 to 1.15 at 1 MΩ. At 0.1 K thermal escape to the gap edge is frozen out (its Boltzmann factor is about $10^{-40}$), so a width of 5 µeV would need another relaxation channel. With $\Gamma_b=0.5$ µeV the ratio is already down to 1.41 at 50 MΩ. Real atoms can also have several active orbitals, quantum spin dynamics and spin-orbit coupling, whose effects I have not sized. A superconducting tip needs a different conductance formula.

**Q:** So what may I report from my single spectrum?

**A:** The peak energies, the height ratio and the junction resistance. Check that the ratio stays constant as you retract the tip. If it settles at a value clearly different from one, an electron-hole imbalance at that position is a sound reading for a nonmagnetic tip. A constant ratio near one is ambiguous: the state may be balanced, or it may relax too slowly for its imbalance to show. A spin polarization needs a further measurement, such as the tip reversal above. The remaining values are in the numerical output.

## Table of computed values

```
Ratios are height at positive bias / negative bias unless noted
gap = 1.30 meV, temperature = 0.10 K
alpha = 0.70, beta = 0.30, N0 = 0.20 /eV/spin
J = 1.114 eV, V = 0.477 eV
E0/gap = -0.3939, E0 = -0.5121 meV
u2 = 3.754e-04, v2 = 6.472e-04 (site weights)
unpolarized-tip ratio = 1.7241
false polarization read from it = 0.2658
tip polarization in reversal example = 0.30
ratio, tip along up = 0.9284, tip reversed = 3.2020
geometric mean of the two = 1.7241
Chain tests, gap/hopping = 0.002; ratio here = v2/u2
 mu/t=0.0 alpha=0.7 beta=0.3 eta=-0.000:
  E0/gap chain -0.3946 formula -0.3939; ratio chain 1.7230 formula 1.7241
 mu/t=0.0 alpha=1.3 beta=0.3 eta=-0.000:
  E0/gap chain 0.2240 formula 0.2249; ratio chain 1.7792 formula 1.7800
 mu/t=0.0 alpha=0.7 beta=0.0 eta=-0.000:
  E0/gap chain -0.3431 formula -0.3423; ratio chain 1.0000 formula 1.0000
 mu/t=0.8 alpha=0.7 beta=0.0 eta=-0.436:
  E0/gap chain -0.2863 formula -0.2853; ratio chain 0.4432 formula 0.4431
 mu/t=0.8 alpha=0.7 beta=0.3 eta=-0.436:
  E0/gap chain -0.1850 formula -0.1839; ratio chain 0.8552 formula 0.8558
ratio error: gap 0.008t 0.00457, 0.002t 0.00115
last chain, first 20 sites: v2/u2 from 7.1e-05 to 218
lowest |E|/gap with potential only = 1.00015
spin of peaks along impurity axis, +bias -1.0000, -bias 1.0000
tilted spin (1.1 rad): recovered tip projection = 0.1361
relaxation width = 5.00 ueV, lifetime = 0.1316 ns
R = 500 Mohm: Gamma_e = 0.0113 ueV, Gamma_h = 0.0195 ueV, ratio = 1.7185
R = 50 Mohm: Gamma_e = 0.1132 ueV, Gamma_h = 0.1952 ueV, ratio = 1.6717
R = 1 Mohm: Gamma_e = 5.6611 ueV, Gamma_h = 9.7606 ueV, ratio = 1.1477
ratio without relaxation = 1.00000
thermal full width = 30.38 ueV at 0.1 K, 1.276 meV at 4.2 K
ratio at 50 Mohm with thermal broadening = 1.6716
site gap removed: E0 shift = 1.281 ueV, ratio = 1.7252
```
